# Doping a 50 nm bulk transistor to twice its scale length

A short transistor can fail to switch off even when its gate insulator is good. If the body is doped too lightly, the depleted silicon under the gate is deep, and the drain's field reaches through it to the barrier that should hold back the source electrons. The gate then shares control of that barrier with the drain. Heavier doping makes the depleted layer shallower and screens the drain, and the question is how heavy it must be.

Take a planar n-channel silicon transistor with gate length $L=50$ nm, a silicon dioxide layer of thickness $t=1.5$ nm, and a uniformly doped p-type body. The band bending from the neutral body to the silicon surface is $\psi=1$ V. The requirement is $L=2\lambda$, so the scale length is $\lambda=25$ nm.

The name "scale length" needs a definition, because different ones lead to very different doping. Here $\lambda$ is defined by the slowest decay of a source or drain disturbance along the channel, written as $e^{-\pi y/\lambda}$. The distance over which the disturbance falls by a factor $e$ is therefore $\lambda/\pi=7.96$ nm, not 25 nm.

## The estimate on an envelope

A disturbance confined between two equipotentials dies out along the gap over a distance set by the gap's width. Here the equipotentials are the gate and the edge of the depleted silicon, at depth $W$. The oxide counts for more than its thickness: for a given vertical displacement field, its electric field is larger than that in silicon by

$$
r=\frac{\epsilon_{\rm si}}{\epsilon_{\rm ox}}=\frac{11.7}{3.9}=3 .
$$

It drops as much voltage as silicon of thickness $rt$. The effective gap is thus

$$
\lambda\simeq W+rt,\qquad W\simeq25-3(1.5)=20.5\ \text{nm}.
$$

The doping follows from the depletion charge. Let $x$ be the depth below the oxide and $\phi(x)$ the potential relative to the neutral body. In the depletion approximation every acceptor is ionized and there are no mobile carriers for $0<x<W$, so the charge density is $-qN$, with $q>0$ the elementary charge. Poisson's equation is

$$
\frac{d^2\phi}{dx^2}=\frac{qN}{\epsilon_{\rm si}} .
$$

Both the potential and the field vanish at $x=W$. Integrating twice from there gives

$$
\frac{d\phi}{dx}=-\frac{qN}{\epsilon_{\rm si}}(W-x),\qquad
\phi=\frac{qN}{2\epsilon_{\rm si}}(W-x)^2 .
$$

Setting $\phi(0)=\psi$ and solving for $N$,

$$
N=\frac{2\epsilon_{\rm si}\psi}{qW^2}. \tag{1}
$$

With $\epsilon_{\rm si}=1.036\times10^{-12}$ F/cm and $W=2.05\times10^{-6}$ cm,

$$
N\simeq\frac{2(1.036\times10^{-12})(1)}
{(1.602\times10^{-19})(2.05\times10^{-6})^2}
\simeq3.1\times10^{18}\ \text{cm}^{-3}.
$$

## The scale length from the layered stack

The rule $\lambda\simeq W+rt$ can be derived, and its error found. Let $y$ run along the channel from source to drain. Write the potential as the long-channel solution, which depends on $x$ alone, plus a disturbance $u(x,y)$. Assume that the depletion edge stays at the same depth $W$ all along the channel. The two potentials then have the same fixed charge, which cancels in their difference:

$$
\frac{\partial^2u}{\partial x^2}+\frac{\partial^2u}{\partial y^2}=0
$$

in each layer. The long-channel solution already carries the gate potential and the zero at the depletion edge, so $u=0$ at $x=-t$ and at $x=W$.

Seek solutions $u=X(x)Y(y)$. Division by $XY$ gives

$$
\frac{Y''}{Y}=-\frac{X''}{X}=k^2 .
$$

The constant is the same in both layers, because their solutions must join at every $y$. It is positive: multiplying $(\epsilon X')'=-k^2\epsilon X$ by $X$ and integrating by parts across the stack gives $\int\epsilon X'^2dx=k^2\int\epsilon X^2dx$, the boundary terms being zero. Hence $Y$ is a combination of $e^{-ky}$ and $e^{ky}$. Define $k=\pi/\lambda$.

The transverse functions that vanish at the two outer boundaries are

$$
X=A\sin[k(x+t)]\ \text{(oxide)},\qquad
X=B\sin[k(W-x)]\ \text{(silicon)}.
$$

At $x=0$ the potential and the normal displacement are continuous:

$$
A\sin kt=B\sin kW,\qquad
\epsilon_{\rm ox}A\cos kt=-\epsilon_{\rm si}B\cos kW .
$$

The minus sign comes from differentiating $W-x$. Dividing the first equation by the second and clearing denominators,

$$
\epsilon_{\rm si}\tan\frac{\pi t}{\lambda}
+\epsilon_{\rm ox}\tan\frac{\pi W}{\lambda}=0. \tag{2}
$$

The slowest decay belongs to the smallest positive $k$. For $t<\lambda/2$ the first tangent is positive, so the second must be negative. The lowest root has $kW$ between $\pi/2$ and $\pi$:

$$
kW=\pi-\arctan(r\tan kt),
$$

$$
W=\lambda-\frac{\lambda}{\pi}
\arctan\left[r\tan\frac{\pi t}{\lambda}\right]. \tag{3}
$$

To recover the envelope rule, put $z=\pi t/\lambda$ and expand for small $rz$, using $\tan z\simeq z+z^3/3$ and $\arctan s\simeq s-s^3/3$:

$$
\arctan(r\tan z)\simeq rz-\frac{r^3-r}{3}z^3,
$$

$$
W\simeq\lambda-rt+\frac{r^3-r}{3}\frac{\pi^2t^3}{\lambda^2}.
$$

The leading terms are the envelope rule. The next term is positive for $r>1$, so the rule makes the depletion layer slightly too shallow and the doping slightly too high. For $r=1$ the interface has no electrical effect, and (3) gives $\lambda=W+t$. The rule fails for thick oxide: at $\lambda=2t$ it would give $W=-t$ for $r=3$, whereas (3) tends to $W=t$.

For the present stack $\pi t/\lambda=0.1885$, whose tangent is 0.1908. Therefore

$$
W=25-\frac{25}{\pi}\arctan(0.572)=20.86\ \text{nm},
$$

and equation (1) gives

$$
N=2.97\times10^{18}\ \text{cm}^{-3}
\simeq3\times10^{24}\ \text{m}^{-3}.
$$

The envelope value is higher than this by about 4%. Solving the transverse differential equation on a grid, without using (2), returned $\lambda=25.001$ nm for this stack.

## What a gate of two scale lengths buys

Far enough from both ends, the slowest mode dominates. At the silicon surface it has the form

$$
u(0,y)=ae^{-ky}+be^{-k(L-y)},
$$

where $a$ and $b$ are the source and drain amplitudes, both positive here. Setting the derivative to zero makes the two terms equal. Their product is $ab\,e^{-kL}$ at every $y$, so each term equals $\sqrt{ab}\,e^{-kL/2}$ at that point, and

$$
u_{\min}=2\sqrt{ab}\,e^{-\pi L/(2\lambda)}. \tag{4}
$$

The second derivative is positive, so this is a minimum of potential, which is the top of the barrier for electrons. It lies at $y=L/2+\ln(a/b)/(2k)$, and (4) requires this point to be inside the channel. Raising the drain voltage raises $b$, and so lowers the electron barrier.

At $L=2\lambda$ the exponential is $e^{-\pi}=0.043$. This is why two scale lengths is a reasonable starting criterion. It is not a guarantee: the amplitudes depend on the source and drain voltages, and the tolerable barrier change depends on the circuit.

Equation (4) was tested by solving the two-dimensional Poisson equation with the depletion edge held fixed. The drain was raised from 0.05 to 1 V at the same gate voltage, for gates of 100 and 150 nm. The barrier shift in the longer device was 0.0434 times that in the shorter one; (4) predicts 0.0432.

The doping is sensitive to gate length. With $t$ and $\psi$ unchanged, the requirement $L=2\lambda$ needs $3.8\times10^{18}$ cm$^{-3}$ at 45 nm and $2.4\times10^{18}$ cm$^{-3}$ at 55 nm. The change is steeper than $L^{-2}$ because the oxide's share $rt$ of the scale length does not shrink with the gate.

## Comparison with another scale length

A second quantity, often called the natural length, comes from a cruder treatment of the silicon. Take $u$ to be nearly uniform over the depth $W$, and let no disturbance field cross the depletion edge. Integrating Laplace's equation over the silicon gives

$$
\epsilon_{\rm si}W\frac{d^2u}{dy^2}
=\epsilon_{\rm ox}\frac{u}{t},
\qquad
\ell=\sqrt{rtW},
$$

with solutions $e^{\pm y/\ell}$. The right side is the displacement entering the oxide. This model replaces the condition $u=0$ at the depletion edge by zero normal field, and its uniform $u$ needs $W\ll rt$. Here $W$ is about $4.6\,rt$, so that assumption fails: the zero-field stack solved without it has a decay length of 16 nm, and $\ell$ below is only the conventional number.

For the stack found above, $\ell=\sqrt{4.5(20.86)}=9.7$ nm. It should be compared with $\lambda/\pi=8.0$ nm, since both are decay lengths. Comparing $\ell$ with $\lambda$ itself mixes two conventions.

The cost of mixing them is large. Setting $\ell=25$ nm gives

$$
W=\frac{25^2}{4.5}=138.9\ \text{nm},\qquad
N=6.7\times10^{16}\ \text{cm}^{-3},
$$

about 44 times less doping. By equation (2), that stack has $\lambda=143$ nm, so a 50 nm gate is only 0.35 scale lengths long. The exponential in (4) would be 0.58 instead of 0.043. At so short a length the single-mode formula is itself doubtful, but the gate plainly does not meet the intended criterion.

## Is one volt a consistent choice?

A common threshold condition is that the electron density at the surface equals the acceptor density in the body. With Boltzmann statistics, thermal voltage $V_T=k_BT/q$ and intrinsic density $n_i$, it reads

$$
\frac{n_i^2}{N}e^{\psi/V_T}=N,
\qquad
\psi=2V_T\ln\frac{N}{n_i}.
$$

For the doping found here and a rough $n_i=10^{10}$ cm$^{-3}$ at 300 K, this gives 1.01 V. The assumed 1 V is therefore close to threshold. At 358 K, a plausible temperature for a working chip, it gives 0.97 V with the band gap held fixed, and about 0.95 V if the gap shrinks with temperature. At fixed $W$, equation (1) makes $N$ proportional to $\psi$, so this changes the doping by about 3 to 5%. Band-gap narrowing at this doping is not included; common empirical fits lower $\psi$ by a further 0.04 to 0.06 V.

Mobile holes also soften the depletion edge. Including them, Poisson's equation becomes

$$
\phi''=\frac{qN}{\epsilon_{\rm si}}(1-e^{-\phi/V_T}).
$$

Multiplying by $\phi'$ and integrating from the neutral body to the surface gives, for $\psi\gg V_T$,

$$
[\phi'(0)]^2=\frac{2qN}{\epsilon_{\rm si}}(\psi-V_T).
$$

The depth containing the same charge is therefore $W\sqrt{1-V_T/\psi}=20.59$ nm, about 1% below $W$. Direct integration of the equation with holes confirmed this.

## What a real device changes

These parameters lie in the regime of planar bulk logic transistors, for which oxides of one to two nanometres and channel doping of order $10^{18}$ cm$^{-3}$ are roughly typical. Such devices break the assumption of uniform doping: they commonly have more dopant below the surface and near the source and drain. An extreme case shows the effect. Put the acceptors in a thin sheet at depth $W$, and let $D$ be the number per area that are depleted. The sheet must hold more than these, so that its undepleted part keeps the depletion edge at $W$. The field above it is uniform, so $\psi=qDW/\epsilon_{\rm si}$. Comparison with (1) gives $D=NW/2$. The same depth and band bending then need half the depletion charge, about $3.1\times10^{12}$ instead of $6.2\times10^{12}$ cm$^{-2}$, but the local doping in the sheet is much higher than $N$.

The fixed depletion edge is another idealization, since the drain can deepen the depleted layer near it. A second two-dimensional solution let the edge move, included mobile holes, and used source and drain regions 25 nm deep. For the 50 nm gate, raising the drain from 0.05 to 1 V raised the potential minimum inside the channel, at the silicon surface, by 39 mV, against 19 mV with the fixed edge. Halving the 1 nm mesh spacing changed the 39 mV by only 0.1 mV. At both drain voltages this minimum lies above the source potential, though by only 1 to 2 mV at the lower one, so at this gate voltage there is no surface barrier. The 39 mV measures the drain's hold on the channel, not the loss of a barrier of that height. On still finer meshes the lowest surface potential is found right beside the source, and must not be mistaken for the channel minimum. The two calculations also differ in the shape of the source and drain, so the increase cannot be assigned to edge motion alone. With the gate voltage lowered by 0.3 V a barrier remains, and the same rise in drain voltage again shifts it by 39 mV. If the current follows the barrier's Boltzmann factor, this multiplies it by about 4.5 at 300 K. At 100 nm the shift was 2.2 mV. On the 1 nm mesh the drop from 50 to 100 nm is a factor of 17, rather than the 23 expected from $e^{\pi}$. From 100 to 150 nm the factor is 22, close to the expected value. The departure therefore belongs to the short gate, and is not evidence that the scale length differs from 25 nm.

Several other effects can be sized at the same $W$:

- **Confinement.** The surface field is $2\psi/W=0.96$ MV/cm. In a triangular-well estimate at 300 K, it raises the lowest electron level by 0.17 eV. Reaching the classical electron density per area then takes about 0.12 V more band bending, which raises the doping to $3.3\times10^{18}$ cm$^{-3}$. The extra bending also raises the surface field; including that gives $3.4\times10^{18}$ cm$^{-3}$.
- **Random dopants.** A 50 nm wide device has on average 155 acceptors in its depletion layer. The estimated threshold spread is 20 mV, comparable with the drain effects above.
- **Junction leakage.** At 1 V on the drain a planar one-sided junction at this doping has a peak field of about 1.4 MV/cm, and the current below uses that planar profile. A rough band-to-band tunnelling rate gives about $6\times10^{-12}$ A per micrometre of gate width through the 25 nm side wall of the drain, but the choice of rate constants can change this by more than a factor of ten. The bottom of the junction adds to it, and can carry more than the side wall. In the two-dimensional device the side-wall field is not uniform: it is about 1.2 MV/cm at 8 nm depth, about 1.9 MV/cm at 22 nm, and higher still at the lower corner of the drain. A sharp corner can raise the current by orders of magnitude, by an amount that depends on how it is rounded. Heavier doping raises this field.

A polysilicon gate doped to $10^{20}$ cm$^{-3}$ is itself depleted over 0.62 nm in the depletion approximation, equivalent to about 0.2 nm of extra oxide. This depth is comparable with the gate's Debye length of 0.4 nm; with a soft edge and degenerate electrons the equivalent oxide is nearer 0.25 nm. Keeping $\lambda=25$ nm then requires a shallower body depletion layer and $3.1\times10^{18}$ cm$^{-3}$.

The oxide field at threshold is 2.9 MV/cm, well below the rough 10 MV/cm at which good silicon dioxide breaks down. Tunnelling is the closer concern. With a rough 3.1 eV barrier and a tunnelling mass of 0.4 electron masses, the estimated transmission is $7\times10^{-8}$, and thinning the oxide by 0.2 nm at the same oxide voltage multiplies it by 9. Thinner oxide would relax the doping requirement, but at that price in gate leakage.

The classical estimate with an undepleted gate is about $3\times10^{18}$ acceptors per cubic centimetre. The corrections to doping evaluated here are each at most about 14%, but they can add: confinement and gate depletion, solved together, raise the doping by about 20%, to $3.6\times10^{18}$ cm$^{-3}$. The larger drain effect found with a movable depletion edge has not been converted into a doping correction. A design that must meet a specified barrier shift needs the two-dimensional calculation, with its actual doping profile and junction shape. The remaining computed values are in the numerical output below.

## Calculated quantities

```
Gate length; oxide thickness: 50.0; 1.5 nm
Band bending: 1.00 V; permittivities 11.7, 3.9
Scale length; decay length: 25.00; 7.96 nm
Depletion depth, full root: 20.86 nm
REQUIRED DOPING, full root: 2.971e+18 cm^-3 = 2.971e+24 m^-3
Depletion depth, thin-oxide estimate: 20.50 nm
Doping, thin-oxide estimate: 3.077e+18 cm^-3
Scale length from numerical eigenvalue: 25.001 nm
25 nm decay, 2D solution; formula: 0.04332; 0.04321
Factor exp(-pi*L/(2*lambda)): 0.0432
Shift ratio 150/100 nm, 2D; formula: 0.04336; 0.04321
Doping for gate length 45 nm: 3.805e+18 cm^-3
Doping for gate length 55 nm: 2.380e+18 cm^-3
Surface silicon field: 0.959 MV/cm
Oxide field: 2.876 MV/cm; oxide voltage: 0.431 V
Charge-equivalent depth with mobile holes: 20.59 nm
Twice bulk potential at 300 K: 1.009 V
Twice bulk potential at 358 K: 0.971 V
Other definition: depth 138.9 nm, doping 6.704e+16 cm^-3
Other definition: actual lambda 143.4 nm, L/lambda 0.349
Other definition: exp(-pi*L/(2*lambda)) 0.578
Source built-in potential: 1.064 V; junction depth: 25 nm
Drain voltages compared: 0.05 and 1.00 V
Barrier shift, fixed edge, 50 nm: 18.6 mV
Surface barrier shift, free edge, 50 nm: 39.0 mV
Surface barrier shift, free edge, 100 nm: 2.25 mV
Easiest electron path depth, 50 nm, high drain: 0.0 nm
Long-gate surface potential, 2D; 1D: 1.0047; 1.0046 V
Confinement ground level: 0.170 eV
Weak-field quantum/classical sheet ratio: 0.9922
Extra band bending from confinement: 0.124 V
Doping with confinement, same depth: 3.339e+18 cm^-3
Poly gate doping: 1.0e+20 cm^-3; depletion: 0.62 nm
Body doping with poly depletion: 3.109e+18 cm^-3
Mean dopants for 50 nm width: 155
Random-dopant threshold spread: 20.0 mV
Oxide barrier: 3.1 eV; tunnelling mass: 0.4 m_e
Oxide WKB transmission: 6.79e-08; 0.2 nm thinner: x 9.0
Drain junction peak field at 1 V: 1.38 MV/cm
Band-to-band current density, rough: 2.4e-02 A/cm^2
Band-to-band current per gate width, rough: 6.0e-12 A/um
```
